# Atomic decay near an isotropic photonic band edge

## The decision: a rate or the full memory

A calculation of emission near a band edge must first settle whether the photon reservoir may be replaced by a decay rate. The answer depends on the detuning \(\delta=\omega_a-\omega_c\) of the atomic frequency \(\omega_a\) from the edge \(\omega_c\), measured against a coupling frequency \(\beta\) defined below. For \(\delta\gg\beta\) a rate describes the main decay. For \(|\delta|\) comparable with \(\beta\) it does not: in the isotropic model treated here, part of the excitation stays in an atom–photon bound state, and the excited population oscillates while it settles to a nonzero constant. In the isotropic model a closed solution replaces the numerical memory integral.

## Model and amplitude equation

A two-level atom is coupled to photon modes in the rotating-wave approximation. It starts excited, with no photons present, so at most one photon appears. The modes near the edge obey

\[
\omega_k=\omega_c+A(k-k_0)^2,\qquad k\ge k_0,\quad A>0 .
\]

The edge is thus reached on a whole sphere of wavevectors. This idealisation produces the singular density of states used below. The quadratic law is continued to all \(k\ge k_0\), and other losses are left out.

In the frame rotating at \(\omega_c\), let \(a(t)\) be the excited amplitude, \(b_k(t)\) the one-photon amplitudes, \(x_k=\omega_k-\omega_c\), and \(g_k\) the couplings, made real by a choice of mode phases. The Schrödinger equation gives

\[
i\dot a=\delta a+\sum_k g_kb_k,\qquad i\dot b_k=x_kb_k+g_ka .
\]

Since \(b_k(0)=0\), the second equation integrates to

\[
b_k(t)=-ig_k\int_0^t e^{-ix_k(t-t')}a(t')\,dt' .
\]

Inserting this in the first, and using \((-i)(-i)=-1\),

\[
\dot a=-i\delta a-\int_0^tK(t-t')a(t')\,dt',\qquad
K(\tau)=\sum_kg_k^2e^{-ix_k\tau}.
\]

## The coupling frequency

Take transverse plane waves normalised in a volume \(V\), and a transition dipole \(p\) along \(z\). Then \(g_k^2=\omega_kp^2(\mathbf e\cdot\hat z)^2/(2\varepsilon_0\hbar V)\), with \(\mathbf e\) the polarisation vector. The two polarisations sum to \(1-\cos^2\theta\), whose integral over angles is \(8\pi/3\). Near the edge \(\omega_k\) and \(k^2\) are replaced by \(\omega_c\) and \(k_0^2\), so for any function \(F\)

\[
\sum_kg_k^2F=\frac{\omega_cp^2}{2\varepsilon_0\hbar}\,
\frac{1}{8\pi^3}\,\frac{8\pi}{3}\,k_0^2\int_{k_0}^\infty F\,dk
=\frac{\omega_cp^2k_0^2}{6\pi^2\varepsilon_0\hbar}\int_{k_0}^\infty F\,dk .
\]

The free-space rate at \(\omega_c\) is \(\Gamma_0=\omega_c^3p^2/(3\pi\varepsilon_0\hbar c^3)\). Eliminating \(p^2\) turns the prefactor into \(\Gamma_0c^3k_0^2/(2\pi\omega_c^2)\). From \(k-k_0=\sqrt{x/A}\) follows \(dk=dx/(2\sqrt{Ax})\). The coupling per unit frequency is therefore

\[
J(x)=\frac{\beta^{3/2}}{\pi\sqrt x},\qquad
\beta^{3/2}=\frac{\Gamma_0c^3k_0^2}{4\omega_c^2\sqrt A}.
\]

This factor belongs to the one-sided range \(k\ge k_0\); a dispersion branch on both sides of \(k_0\) would double \(\beta^{3/2}\).

An explicit sum over box modes in a shell of thickness \(\eta k_0\), \(\eta=0.03\), in a cubic box with 100 mode spacings up to \(k_0\), gives about 1.03 times the edge formula; the third decimal depends on the box size and on how modes lying on the shell boundary are counted. The frozen factor \(k^2\) accounts for this excess: its average over the shell is \(1+\eta+\eta^2/3\approx1.030\) times \(k_0^2\).

With a small convergence factor \(\epsilon\to0^+\),

\[
\int_0^\infty x^{-1/2}e^{-(\epsilon+i\tau)x}dx=\sqrt{\frac{\pi}{\epsilon+i\tau}}
\quad\Rightarrow\quad
K(\tau)=\beta^{3/2}\frac{e^{-i\pi/4}}{\sqrt{\pi\tau}} .
\]

The kernel falls only as \(\tau^{-1/2}\) and has no correlation time of its own. For an amplitude rotating as \(e^{-i\delta t}\), the memory integral carries the extra factor \(e^{i\delta\tau}\), whose oscillation makes the integral converge, though slowly: stopping it at \(\tau\gg1/|\delta|\) leaves a relative error of about \(1/\sqrt{\pi|\delta|\tau}\). For \(\delta\gg\beta\) this error is already small at the decay time, which is of order \(\sqrt\delta/\beta^{3/2}\), and a rate results; near the edge it is not, and a rate fails.

## Laplace transform and the real cubic

Define \(\hat a(s)=\int_0^\infty e^{-st}a(t)dt\). The transform of \(\tau^{-1/2}\) is \(\sqrt{\pi/s}\), and the memory term is a convolution. With \(a(0)=1\),

\[
s\hat a-1=-i\delta\hat a-\beta^{3/2}\frac{e^{-i\pi/4}}{\sqrt s}\hat a,
\qquad
\hat a=\frac1{s+i\delta+\beta^{3/2}e^{-i\pi/4}/\sqrt s}.
\]

The root is the principal one, with positive real part. From here to the worked example \(\beta=1\): \(t\) stands for \(\beta t\), frequencies are in units of \(\beta\), and \(d=\delta/\beta\).

Put \(\sqrt s=e^{i\pi/4}u\), so \(s=iu^2\). The last term of the denominator becomes \(e^{-i\pi/2}/u=-i/u\), and

\[
iu^2+id-\frac iu=\frac iuP(u),\qquad P(u)=u^3+du-1,\qquad
\hat a=-\frac{iu}{P(u)} .
\]

The cubic has real coefficients. For \(u>0\), \(P=0\) is equivalent to \(d=1/u-u^2\), which falls strictly from \(+\infty\) to \(-\infty\). Hence each finite \(d\) has exactly one positive root \(u_1\).

For distinct roots \(u_j\), partial fractions give

\[
\frac{u}{P(u)}=\sum_j\frac{r_j}{u-u_j},\qquad
r_j=\frac{u_j}{3u_j^2+d},\qquad \sum_jr_j=0 .
\]

The last relation holds because the left side falls as \(u^{-2}\) at large \(u\). With \(a_j=e^{i\pi/4}u_j\), each fraction is \(1/(u-u_j)=e^{i\pi/4}/(\sqrt s-a_j)\).

To invert it, consider \(f=e^{a_j^2t}\operatorname{erf}(a_j\sqrt t)\). Differentiation gives \(f'=a_j^2f+a_j/\sqrt{\pi t}\) with \(f(0)=0\), so \(\hat f=a_j/[\sqrt s(s-a_j^2)]\). Since \(\operatorname{erfc}(-z)=1+\operatorname{erf}(z)\), the transform of \(e^{a_j^2t}\operatorname{erfc}(-a_j\sqrt t)\) is

\[
\frac1{s-a_j^2}+\frac{a_j}{\sqrt s(s-a_j^2)}
=\frac{1}{\sqrt s(\sqrt s-a_j)} .
\]

Multiplying by \(a_j\) and adding \(1/\sqrt s\) gives \(1/(\sqrt s-a_j)\), whose inverse is therefore

\[
\frac1{\sqrt{\pi t}}+a_je^{a_j^2t}\operatorname{erfc}(-a_j\sqrt t).
\]

The terms in \(t^{-1/2}\) cancel because \(\sum_jr_j=0\). In the rest, \((-i)e^{i\pi/4}a_j=u_j\), so

\[
a(t)=\sum_{j=1}^3\frac{u_j^2}{3u_j^2+d}\,e^{iu_j^2t}
\operatorname{erfc}\!\left(-e^{i\pi/4}u_j\sqrt t\right).
\]

At \(t=0\) the coefficients add to one, since \(u^2/P(u)\to1/u\) at large \(u\).

In code, set \(z=-e^{i\pi/4}u_j\sqrt t\) and evaluate the product of exponential and error function as \(w(iz)=e^{z^2}\operatorname{erfc}(z)\), with \(w\) the Faddeeva function. This avoids multiplying a very large number by a very small one. Two roots coincide at \(d=-(27/4)^{1/3}\approx-1.890\). There the sum is a finite limit of cancelling large terms, and the pole-and-cut form below is the safer route.

## Which roots are poles

The principal square root requires \(-\pi/2<\arg\sqrt s<\pi/2\), that is \(-3\pi/4<\arg u<\pi/4\). A root outside this sector still enters the error-function sum but is not a pole of \(\hat a\) on the first sheet.

Near a root inside the sector, \(P\approx(3u_j^2+d)(u-u_j)\) and \(s-s_j\approx2iu_j(u-u_j)\). The residue of \(\hat a\) is therefore

\[
Z_j=\frac{(-iu_j)(2iu_j)}{3u_j^2+d}=\frac{2u_j^2}{3u_j^2+d}
=\frac{2u_j^3}{2u_j^3+1},
\]

where the last form follows on multiplying above and below by \(u_j\) and using \(du_j=1-u_j^3\).

The positive root is in the sector for every \(d\). It gives the undamped term \(Ze^{iu_1^2t}\), with \(Z=Z_1\), at frequency \(\omega_c-\beta u_1^2\) inside the gap.

The other two roots have sum \(-u_1\) and product \(1/u_1\), so they are

\[
-\frac{u_1}{2}\pm iv,\qquad v=\sqrt{\frac1{u_1}-\frac{u_1^2}{4}} .
\]

They are complex for \(u_1^3<4\). The upper one has an argument between \(\pi/2\) and \(\pi\), outside the sector. The lower one, \(u_3=-u_1/2-iv\), is inside if \(v>u_1/2\), which means \(u_1^3<2\), or \(d>-2^{-1/3}\approx-0.794\). For \(u_1^3\ge4\) both are negative real numbers, also outside. When \(u_3\) is inside,

\[
s_3=iu_3^2=-u_1v-i\left(v^2-\frac{u_1^2}{4}\right).
\]

This is a damped dressed state at \(v^2-u_1^2/4\) above the edge, with population decay rate \(2u_1v\). Its beat frequency against the bound state is

\[
u_1^2+v^2-\frac{u_1^2}{4}=\frac{u_1^2}{2}+\frac1{u_1}.
\]

## Branch cut and approach to the plateau

Close the inversion contour to the left, around the cut on the negative real axis. The large arcs vanish because \(\hat a\) falls as \(1/s\), and the small circle at the origin vanishes because \(\hat a\) behaves as \(\sqrt s\) there. The closed contour runs inward above the cut and outward below it, so

\[
a=\sum_{\rm poles}Z_je^{s_jt}+a_{\rm cut},\qquad
a_{\rm cut}=\frac1{2\pi i}\int_0^\infty e^{-xt}
\left[\hat a(-x-i0)-\hat a(-x+i0)\right]dx .
\]

Here \(x\) is the distance along the cut. Above and below it, \(\sqrt s=\pm i\sqrt x\). Write \(D=-x+id\) and \(\kappa=e^{-i\pi/4}\), so \(\kappa^2=-i\). The bracket is

\[
\frac1{D+i\kappa/\sqrt x}-\frac1{D-i\kappa/\sqrt x}
=\frac{-2i\kappa/\sqrt x}{D^2+\kappa^2/x}
=\frac{-2i\kappa\sqrt x}{x(x-id)^2-i},
\]

and hence

\[
a_{\rm cut}(t)=-\frac{e^{-i\pi/4}}\pi\int_0^\infty
\frac{\sqrt x\,e^{-xt}}{x(x-id)^2-i}\,dx .
\]

At \(d=-2^{-1/3}\) the damped pole lies on the cut and this separation is singular; the error-function sum stays regular there.

At long times small \(x\) dominates and the denominator tends to \(-i\). With \(\int_0^\infty\sqrt x\,e^{-xt}dx=\sqrt\pi/(2t^{3/2})\) and \(-e^{-i\pi/4}/(-i)=e^{-3i\pi/4}\),

\[
a_{\rm cut}\simeq\frac{e^{-3i\pi/4}}{2\sqrt\pi\,t^{3/2}} .
\]

The leading tail does not depend on the detuning. To first order in \(x\) the denominator is \(-i(1-id^2x)\), which multiplies the integrand by \(1+id^2x\). Since \(\int_0^\infty x^{3/2}e^{-xt}dx\big/\int_0^\infty x^{1/2}e^{-xt}dx=3/(2t)\), the first relative correction has modulus \(3d^2/(2t)\), so the form needs \(t\gg d^2\) as well as \(t\gg1\). Once the damped pole has died out, squaring the sum of bound term and tail gives

\[
|a|^2\simeq Z^2+\frac{Z\cos(u_1^2t+3\pi/4)}{\sqrt\pi\,t^{3/2}}
+\frac1{4\pi t^3}.
\]

For \(d\ne0\) the first correction to the tail changes the middle term at order \(t^{-5/2}\), so keeping the last term does not by itself improve the accuracy. The oscillation fades as a power law, and the population tends to the constant \(Z^2\).

## Why the plateau is \(Z^2\)

The bound state follows directly from the stationary equations at energy \(-u^2\), with atomic amplitude \(c_e\) and photon amplitudes \(c_k\). The photon equation gives \(c_k=-g_kc_e/(x_k+u^2)\). The atomic equation then reads

\[
-u^2=d-\int_0^\infty\frac{J(x)}{x+u^2}dx=d-\frac1u ,
\]

where \(x=q^2\) turns the integral into \((2/\pi)\int_0^\infty dq/(q^2+u^2)=1/u\). This is again \(P(u)=0\). Differentiating the integral with respect to \(u^2\) and changing the sign gives \(\int J/(x+u^2)^2dx=1/(2u^3)\). Normalisation therefore requires

\[
|c_e|^2=\left[1+\frac1{2u_1^3}\right]^{-1}=Z .
\]

The initial excited atom overlaps the bound state with probability \(Z\), and that probability is conserved. Within the bound state the atom is excited with probability \(Z\). The excitation finally divides into \(Z^2\) in the atom, \(Z(1-Z)\) in the bound photon field, and \(1-Z\) in escaping light. An implementation that reports \(Z\) as the excited population has left out the second projection.

No undamped state hides in the continuum. It would need \(u=\pm i\sqrt x\) with \(x>0\), but then the real part of \(P(u)\) is \(-1\), not zero.

## Limits

Far above the edge, \(d\gg1\), the cubic gives \(u_1\approx1/d\), so \(Z\approx2/d^3\) and \(v\approx\sqrt d\). The decay rate is \(2u_1v\approx2/\sqrt d\), equal to the golden-rule value \(2\pi J(\delta)\). At \(d=20\) the two are 0.44718 and 0.44721 in units of \(\beta\), and the plateau is \(6.2\times10^{-8}\), against \(4/d^6=6.25\times10^{-8}\).

Deep in the gap, \(u_1\approx\sqrt{|d|}\) and \(1-Z\approx1/(2|d|^{3/2})\). The atom stays almost wholly excited; at \(d=-20\) the plateau is 0.989.

At short times, large \(s\) matters:

\[
\hat a\approx\frac1s-\frac{id}{s^2}-\frac{e^{-i\pi/4}}{s^{5/2}},\qquad
|a|^2\approx1-\frac{4\sqrt2}{3\sqrt\pi}\,t^{3/2}.
\]

The inverse of \(s^{-5/2}\) is \(4t^{3/2}/(3\sqrt\pi)\), and twice its real part with the phase gives the factor \(\sqrt2\). The detuning term is imaginary and does not contribute at this order. In a structure whose coupling has a finite upper cutoff, the very first loss is instead quadratic in time.

## Worked example

Take round model parameters \(\omega_c=2\times10^{15}\) rad/s, \(\Gamma_0=10^8\) s\(^{-1}\), \(k_0=\omega_c/c\) and \(A=\omega_c/k_0^2=c^2/\omega_c\). The coupling formula reduces to

\[
\beta^{3/2}=\frac{\Gamma_0\sqrt{\omega_c}}4
=\frac{10^8\times4.472\times10^7}{4}=1.118\times10^{15}\ {\rm s}^{-3/2},
\]

so \(\beta=1.077\times10^{10}\) s\(^{-1}\) and \(1/\beta=92.8\) ps. The ratio \(\beta/\Gamma_0\) is about 108, so in this model the evolution near the edge is much faster than \(\Gamma_0\) would suggest; the factor comes from the \(x^{-1/2}\) density of states of the spherical edge and from the chosen \(A\). The photons involved span \(k-k_0\sim\sqrt{\beta/A}=k_0\sqrt{\beta/\omega_c}\), so the small parameter of the frozen coupling is \(\sqrt{\beta/\omega_c}=2.3\times10^{-3}\). The third digit of the populations below still depends on the continuation to large \(k\). Ending the band at \(k-k_0=\eta k_0\) acts like raising \(d\) by about \((2/\pi)\sqrt{\beta/\omega_c}/\eta\), which lowers the plateau at \(d=0\) from 0.444 to 0.440 for \(\eta=0.1\) and to 0.430 for \(\eta=0.03\). Restoring the factor \(k^2\omega_k\) with \(\eta=1\) raises it to 0.450.

For an atom exactly at the edge, \(d=0\) and \(u_1=1\). Then \(Z=2/3\), the plateau is \(4/9=0.444\), the bound photon holds \(2/9\), and \(1/3\) escapes. The bound state lies \(\beta/(2\pi)=1.71\) GHz below the edge. Three detunings compare as follows.

| \(d\) | plateau | bound photon | escaped | first minimum | next maximum |
|---|---|---|---|---|---|
| −1 | 0.677 | 0.146 | 0.177 | 0.527 | 0.768 |
| 0 | 0.444 | 0.222 | 0.333 | 0.254 | 0.524 |
| 1 | 0.151 | 0.238 | 0.611 | 0.021 | 0.170 |

At \(d=0\) the minimum comes at \(\beta t=1.57\) (146 ps) and the maximum at 3.68 (342 ps). Their separation, 2.11, lies near half the beat period of the damped pole against the bound state, \(\pi/1.5=2.09\), but the pole alone does not fix these times. The damped state has population decay rate \(1.73\beta\), so at \(\beta t=3.68\) its amplitude is \((2/3)e^{-0.866\times3.68}\approx0.03\), while the leading cut tail is \(1/(2\sqrt\pi\,3.68^{3/2})\approx0.04\). Both terms shape the maximum, and the cut dominates afterwards. At \(d=1\) the same comparison is looser: a separation of 1.77 against \(\pi/1.70=1.85\). At \(\beta t=10\) the long-time formula gives \(0.444+0.012=0.456\), which agrees with the full solution.

At \(d=-1\) there is no damped pole on the first sheet, yet the population still has a minimum and a maximum. In this case they come from interference between the bound term and the cut. A code that keeps poles alone would miss them.

At \(d=1\) the pole gives a decay rate of \(1.59\beta\), whereas the golden rule would give \(2\beta\) and no plateau. The residue moduli, 0.389 and 0.815, add to more than one. A pole residue is an amplitude coefficient, and the cut must be added before \(a(0)=1\) is recovered.

The error-function solution was tested at these three detunings against diagonalisation of a discretised atom–photon Hamiltonian. The largest absolute difference in amplitude was \(2.7\times10^{-5}\) at the sampled times between \(\beta t=0.25\) and 15; the numerical output follows this text.

## When the result fails

A bound state exists at every detuning because \(\int J(x)/x\,dx\) diverges at the edge. If the edge is reached only at isolated wavevectors in three dimensions, \(J\) vanishes as \(\sqrt x\) and this integral is finite at its lower end. With a suitable upper cutoff, a bound state in the gap then requires \(\delta<\int J(x)/x\,dx\), and the populations above do not carry over.

The binding frequency \(\beta u_1^2\) must also be small compared with the gap width, or the other band edge enters. Finally, if the excited atom has a further loss rate \(\gamma\ll\beta\), first-order perturbation theory adds \(-i\gamma Z/2\) to the bound energy. The bound probability then decays at the rate \(\gamma Z\), and the plateau is a constant only for times short compared with \(1/(\gamma Z)\). In a real structure the photon modes also leak or are absorbed. A uniform photon loss rate \(\gamma_{\rm ph}\ll\beta\) acts on the photon part \(1-Z\) of the bound state, so to first order the total decay rate is \(\gamma Z+\gamma_{\rm ph}(1-Z)\), and its inverse bounds the plateau.

## Numbers as computed

```
edge frequency omega_c = 2.000e+15 rad/s
free-space rate Gamma0 = 1.000e+08 1/s
edge wavevector k0 = 6.6713e+06 1/m
curvature A = 4.4938e+01 m^2/s
beta = 1.0772e+10 1/s
time unit 1/beta = 92.83 ps
beta/Gamma0 = 107.7
binding at delta=0, beta/(2 pi) = 1.714 GHz
box mode sum / edge formula = 1.0312
damped pole on first sheet for d > -0.7937
double root at d = -1.8899
d = -1: u1 = 1.32472, bound energy = -1.75488 beta
  Z = 0.82299, steady population Z^2 = 0.67731
  bound photon Z(1-Z) = 0.14568, escaped = 0.17701
  first minimum P = 0.5268 at beta t = 1.15
  next maximum P = 0.7684 at beta t = 2.63
  P(beta t=10) = 0.6873
d = +0: u1 = 1.00000, bound energy = -1.00000 beta
  Z = 0.66667, steady population Z^2 = 0.44444
  bound photon Z(1-Z) = 0.22222, escaped = 0.33333
  first minimum P = 0.2543 at beta t = 1.57
  next maximum P = 0.5238 at beta t = 3.68
  P(beta t=10) = 0.4560
  damped state energy = 0.50000 beta
  its population decay rate = 1.73205 beta
  its residue modulus = 0.66667
  beat frequency = 1.50000 beta
d = +1: u1 = 0.68233, bound energy = -0.46557 beta
  Z = 0.38851, steady population Z^2 = 0.15094
  bound photon Z(1-Z) = 0.23757, escaped = 0.61149
  first minimum P = 0.0213 at beta t = 1.82
  next maximum P = 0.1696 at beta t = 3.59
  P(beta t=10) = 0.1562
  damped state energy = 1.23279 beta
  its population decay rate = 1.58510 beta
  its residue modulus = 0.81501
  beat frequency = 1.69836 beta
d = 20: decay rate = 0.44718 beta, golden rule = 0.44721
d = 20: steady population = 6.242e-08
d = -20: steady population = 0.98909
largest amplitude error vs diagonalization = 2.7e-05
largest bound energy error = 3.0e-09 beta
largest bound weight error = 4.1e-10
largest pole-plus-cut error = 7.9e-16
```
